# Feshbach and shape 1P resonances of H- near n = 2

## An electron far from an excited hydrogen atom

Place one electron of H\(^-\) in the \(n=2\) shell, at position \(\mathbf x\), and the other far outside, at \(\mathbf r\). The total symmetry is singlet, \(L=1\), odd parity. The proton is infinitely heavy and relativistic effects are left out, so 2s and 2p are degenerate. Atomic units are used in the algebra.

The outer electron sees a neutral atom, and the leading interaction is that of a dipole:
\[
-\frac1r+\frac1{|\mathbf r-\mathbf x|}\simeq\frac{x\cos\theta_{12}}{r^2}.
\]
Three channels are compatible with the symmetry: \((2s,p)\), \((2p,s)\) and \((2p,d)\), the second letter being the outer electron's angular momentum. The dipole changes the parity of the inner electron, so it couples the first channel to the other two, which do not couple to each other.

The radial factor is
\[
\langle 2s|x|2p\rangle=\frac1{\sqrt{48}}\int_0^\infty x^4\Bigl(1-\frac x2\Bigr)e^{-x}dx=\frac{24-60}{\sqrt{48}}=-3\sqrt3 .
\]
For the angular factors, write the \((2s,p)\) and \((2p,s)\) functions as \(\sqrt3\,\hat r_z\) and \(\sqrt3\,\hat x_z\), with averages taken over both directions. Then
\[
3\langle \hat r_z(\hat{\mathbf r}\cdot\hat{\mathbf x})\hat x_z\rangle=3\cdot\tfrac13\cdot\tfrac13=\tfrac13 .
\]
The function \(\cos\theta_{12}\sqrt3\,\hat r_z\) has squared norm \(3\cdot\frac13\cdot\frac13=\frac13\). Its \((2p,s)\) part takes \(\frac19\), which leaves \(\frac29\) for \((2p,d)\), an element of size \(\sqrt2/3\).

Write the effective potential as \(a/(2r^2)\). The matrix for \(a\) has \(l(l+1)\) of the outer electron on its diagonal and twice the dipole elements off it. With the channel signs chosen to make these positive,
\[
\begin{pmatrix}2&2\sqrt3&2\sqrt6\\2\sqrt3&0&0\\2\sqrt6&0&6\end{pmatrix}.
\]
Its characteristic equation is
\[
-a(2-a)(6-a)-12(6-a)+24a=(a-2)\,[\,36+6a-a^2\,]=0,
\]
so that
\[
a_-=3-3\sqrt5\simeq-3.71,\qquad a_+=2,\qquad a_{pd}=3+3\sqrt5\simeq9.71 .
\]

The same atom thus attracts the outer electron in the minus channel and repels it in the plus channel. The two tails already favour different kinds of resonance.

**Minus tail.** At threshold, \(F''=a_-F/r^2\) has solutions \(r^s\) with \(s(s-1)=a_-\), hence \(s=\frac12\pm i\tau\), where \(\tau=\sqrt{-a_--1/4}\). The real solutions \(\sqrt r\cos(\tau\ln r+\phi)\) have infinitely many nodes, so the tail supports infinitely many levels below threshold. For binding energy \(\kappa^2/2\), the decaying solution depends on \(\kappa r\) and behaves as \(\sqrt r\cos[\tau\ln(\kappa r)+\phi_0]\) where \(\kappa r\ll1\). Its phase must match a fixed inner phase modulo \(\pi\). Successive levels therefore have \(\tau\ln\kappa\) differing by \(\pi\), and their bindings have the limiting ratio
\[
e^{2\pi/\tau}\simeq29.3 .
\]

**Plus tail.** Since \(a_+=1(1+1)\), this is the centrifugal barrier of a p wave. It cannot bind, but it can confine a state if there is attraction inside. Whether there is depends on the region where the two electrons are at comparable distances from the proton and the dipole form no longer holds.

## From the tail to complete curves

To treat the electrons on an equal footing, set \(r_1=R\cos\alpha\), \(r_2=R\sin\alpha\). The hyperradius \(R\) measures the size of the pair. Multiplying the wave function by \(r_1r_2\) removes the first radial derivatives and leaves \(-\frac12(\partial_{r_1}^2+\partial_{r_2}^2)\), which in plane polar coordinates is
\[
-\tfrac12\Bigl(\partial_R^2+\frac1R\partial_R+\frac1{R^2}\partial_\alpha^2\Bigr).
\]
Now write the function as \(R^{-1/2}G\). The two radial terms give
\[
R^{-1/2}\Bigl[G''-\frac{G'}R+\frac{3G}{4R^2}\Bigr]+R^{-1/2}\Bigl[\frac{G'}R-\frac{G}{2R^2}\Bigr]=R^{-1/2}\Bigl[G''+\frac{G}{4R^2}\Bigr],
\]
and the Hamiltonian becomes
\[
H=-\frac12\frac{\partial^2}{\partial R^2}+\frac{A}{2R^2}+\frac{C}{R},
\]
\[
A=-\partial_\alpha^2-\frac14+\frac{\mathbf l_1^2}{\cos^2\alpha}+\frac{\mathbf l_2^2}{\sin^2\alpha},
\]
\[
C=-\frac1{\cos\alpha}-\frac1{\sin\alpha}+\frac1{\sqrt{1-\sin2\alpha\cos\theta_{12}}} .
\]

At fixed \(R\), the last two terms of \(H\) have eigenvalues \(U_i(R)\) and real normalized eigenfunctions \(\chi_i\). These are the adiabatic curves and channel functions.

Suppose the motion stays in one channel, \(G=F(R)\chi(R)\). Normalization gives \(\langle\chi|\chi'\rangle=0\), and one more derivative gives \(\langle\chi|\chi''\rangle=-\langle\chi'|\chi'\rangle\). Projecting the equation on \(\chi\) then yields
\[
-\tfrac12F''+WF=EF,\qquad W=V+\tfrac12\langle\chi'|\chi'\rangle,
\]
where \(V\) is the expectation value of the fixed-\(R\) Hamiltonian, equal to \(U_i\) for an adiabatic channel. The added term is positive: it is the kinetic cost of changing the channel function.

The curves were computed with the angular pairs sp, pd and df. Fitting \(2R^2(W+\frac18)\) between 30 and 80 bohr and extrapolating gives \(-3.67\) and \(2.00\), close to the dipole values \(-3.71\) and \(2\). A single curve does not reach them exactly. At large \(R\), \(R^2\langle\chi'|\chi'\rangle\) is \(\frac94\) for 2s and \(\frac54\) for 2p, so the fixed-\(R\) Hamiltonian diagonalizes the dipole matrix minus \(\mathrm{diag}(\frac94,\frac54,\frac54)\). Its eigenvectors, put back into the dipole matrix, give the limits \(-3.68\) and \(1.99\). The dipole values return only when the off-diagonal \(1/R^2\) couplings among the three channels are kept.

## What the avoided crossing does

The two lower curves of the \(n=2\) group share the same threshold as \(R\to\infty\). Going inward, they first separate, as their different tails require, and then approach each other again. Their gap has a local minimum, 0.054 eV, near \(R=7.25\) angstrom. They do not cross, but their channel functions exchange character. The names minus and plus are therefore unsuitable for the adiabatic curves over the whole range of \(R\): the lower curve is minus outside and plus inside, and the upper curve is the reverse.

To follow the character, rotate the two functions:
\[
\chi_-=\cos\beta\,\chi_1-\sin\beta\,\chi_2,\qquad
\chi_+=\sin\beta\,\chi_1+\cos\beta\,\chi_2 .
\]
With \(P=\langle\chi_1|\chi_2'\rangle=-\langle\chi_2|\chi_1'\rangle\), differentiation gives
\[
\langle\chi_-|\chi_+'\rangle=\beta'+P(\cos^2\beta+\sin^2\beta)=\beta'+P .
\]
Choosing \(\beta'=-P\) removes the first-derivative coupling within the pair. In its place appears a potential coupling
\[
V_{-+}=\sin\beta\cos\beta\,(U_1-U_2).
\]
At \(\beta=\pi/4\) its size is half the gap, here 0.027 eV. Differentiating \(\langle\chi_-|\chi_+'\rangle=0\) gives \(\langle\chi_-|\chi_+''\rangle=-\langle\chi_-'|\chi_+'\rangle\), so a coupling \(\frac12\langle\chi_-'|\chi_+'\rangle\) also remains. It arises because both functions change towards other channels, and the two-curve calculation below includes it.

If the rotated potentials cross linearly with difference \(sx\) and constant coupling \(v\), the eigenvectors obey \(\tan2\beta=2v/(sx)\) up to a sign convention. As \(x\) runs from large negative to large positive values, \(2\beta\) changes by \(\pi\) and \(\beta\) by \(\pi/2\), which is a complete exchange. The computed angle between 4.87 and 11.00 angstrom is 1.49 rad, or 95% of \(\pi/2\). To define one minus and one plus curve, the rotation was scaled to complete the exchange inside this window. The single curves depend on that choice, and some derivative coupling remains.

The resulting diabatic curves have these features, with energies measured from the \(n=2\) threshold:

- The minus curve has its minimum, \(-0.184\) eV, near 8.2 angstrom. It rises inward from there and has the attractive dipole tail outside.
- The plus curve has a well of \(-0.524\) eV near 4.5 angstrom, followed by a barrier of 0.052 eV near 9.8 angstrom.

## The Feshbach resonance below threshold

The minus curve alone has its lowest level at \(-0.0260\) eV. At this energy neither electron can escape and leave the atom in \(n=2\), so decay by electron emission requires a transition to \(\mathrm H(1s)\) plus a free electron. For weak coupling,
\[
\Gamma=2\pi\,|\langle\Psi_{\rm closed}|H|\Psi_{1s,E}\rangle|^2,
\]
with an energy-normalized continuum state. The width measures a change of channel, not penetration of a barrier.

The next minus level lies at \(-0.00085\) eV. The binding ratio lies between 30 and 31. This is a few percent above the limit of 29.3 set by the dipole tail, with which the curve was continued beyond 80 bohr. The curve's own tail, \(a\simeq-3.68\), would give a limit of 29.7. One more step would give a binding near \(0.00085/29.3\simeq3\times10^{-5}\) eV. This is comparable to the neglected \(n=2\) fine-structure splitting, roughly \(5\times10^{-5}\) eV. From there on, the level positions and their ratio belong to the degenerate model and cannot be carried over to the real ion.

It may seem surprising that one curve suffices when the potential coupling at the crossing is as large as the binding. Solving the two coupled curves lowers the level from \(-0.0260\) to \(-0.0267\) eV, and the state has 99.5% of its norm in the minus channel. To leading order, coupling elements \(m_k\) to plus states lying \(\Delta_k\) higher give a shift \(-\sum_k m_k^2/\Delta_k\) and a plus weight \(\sum_k m_k^2/\Delta_k^2\). Their ratio is a weighted mean excitation energy:
\[
\bar\Delta\simeq\frac{0.00067\ \text{eV}}{0.0054}\simeq0.12\ \text{eV}.
\]
This mean belongs to the rotation chosen above. Another rotation changes the minus curve and its coupling to the plus curve, and with them this mean, so the number does not locate a physical level.

Keeping the lower adiabatic curve without its partner gives \(-0.012\) eV, less than half the coupled-curve binding. The energy order of the curves is a poor guide here.

## The shape resonance above threshold

The plus well is deeper than the minus well, yet the plus curve has no level below threshold. The kinetic energy of confinement lifts its lowest state above zero, where the barrier can hold it for a time.

Near an isolated resonance with a slowly varying background, the phase shift is
\[
\delta=\delta_{\rm bg}+\arctan\frac{\Gamma/2}{E_r-E}.
\]
Differentiation gives
\[
\frac{d\delta}{dE}=\frac{\Gamma/2}{(E-E_r)^2+\Gamma^2/4},
\]
whose maximum is \(2/\Gamma\). The steepest rise on the plus curve gives \(E_r=0.020\) eV and \(\Gamma=0.025\) eV. The state lies about 0.03 eV below the barrier top, and its width is comparable to its height above threshold.

The inner well is essential. Between 0.001 and 0.2 eV the phase climbs to at most 2.04 rad above its starting value on the diabatic plus curve, but to at most 0.05 rad above it on the upper adiabatic curve. That curve has the same repulsive tail, but it leads inward to the minus curve instead of the plus well. Its \(W\) also carries a narrow spike \(P^2/2\), about 12 eV high, at the crossing. With the spike removed the rise is about 0.3 rad, still with no resonance.

A simple limit shows what happens if the resonance is moved towards threshold. An energy-normalized p wave has amplitude \(\sqrt{2/(\pi k)}\) outside and behaves as \(\sqrt{2/(\pi k)}\,(kr)^2/3\) at small \(kr\). The leakage rate, proportional to its square in the weak-leakage regime, varies as
\[
\Gamma_+\propto k^{4}/k=k^3\propto E_r^{3/2}.
\]
Here \(\Gamma_+\) is the part of the width due to escape through the plus tail. This part becomes small if the resonance lies close enough to threshold. The minus channel of \(n=2\) is open there too, and its attractive tail gives no such suppression. Coupling to it, like decay into \(n=1\), therefore adds a width that does not follow this law. The breadth found here reflects its energy and barrier, not its name. The cube law should not be applied quantitatively when \(\Gamma\simeq E_r\), as here.

## A two-electron check, and the decay routes

The curve picture can be checked without hyperspherical channels. Replace both radii by \(r e^{i\theta}\). Two derivatives give \(e^{-2i\theta}\) and each Coulomb term gives \(e^{-i\theta}\), so
\[
H(\theta)=e^{-2i\theta}T+e^{-i\theta}V_C ,
\]
where \(V_C\) contains all Coulomb interactions. An outgoing resonance wave \(e^{ikr}\) has \(k=|k|e^{-i\varphi}\). After scaling, its exponent is \(i|k|re^{i(\theta-\varphi)}\), which decays when \(\theta>\varphi\). The resonance then appears as a complex eigenvalue \(E_r-i\Gamma/2\) that is independent of \(\theta\) in a complete basis, while the continua rotate by \(-2\theta\) about their thresholds.

With the same angular pairs, this calculation gives:

| Resonance | Position from \(n=2\) (eV) | Width (eV) |
|---|---:|---:|
| Feshbach | \(-0.0286\) | \(4\times10^{-5}\) |
| Shape | \(+0.0167\) | \(0.0193\) |

Adding the threshold energy, 10.2043 eV above \(\mathrm H(1s)\), places them at 10.176 and 10.221 eV. For the shape resonance,
\[
\varphi=\tfrac12\arctan\frac{0.0193/2}{0.0167}\simeq0.26\ \text{rad},
\]
safely below the scaling angles of 0.50 and 0.65 rad. Its width changes by less than 1% between them. The Feshbach width changes from \(3.7\times10^{-5}\) to \(4.2\times10^{-5}\) eV, so it deserves one figure. The widths differ by a factor of about 500.

Relative to these results, the minus curve alone underestimates the Feshbach binding by 9%. The steepest phase rise on the plus curve alone lies 0.003 eV too high and gives a width 30% larger. About 30% of this width difference comes from the two ways of defining a width: the complex pole of the plus curve alone lies at 0.020 eV with width 0.023 eV. Coupling to the minus curve moves the pole to 0.019 eV with width 0.021 eV. The single-curve errors also depend on the rotation window. Changing it from 4.0–13.1 to 5.8–9.1 angstrom moves the minus level from \(-0.0263\) to \(-0.0250\) eV, and the steepest phase rise from 0.019 to 0.024 eV with width from 0.022 to 0.037 eV. The coupled level stays at \(-0.0267\) eV. Single curves explain the pattern, but they are not a precision method.

Removing the hydrogen 1s orbital closes the \(n=1\) decay route:

- The Feshbach position moves by about 0.0001 eV, but its width disappears to within a numerical residue of \(10^{-7}\) eV. The residue has the wrong sign for a decay width, which marks it as numerical error.
- The shape resonance moves to 0.0181 eV and keeps a width of 0.0183 eV. It can still decay into \(n=2\).

This test identifies the decay routes directly. The 5% reduction of the shape width is not a branching fraction, because removing 1s also moves the resonance.

## Consequences for calculations

Follow the character of the channel functions through the avoided crossing, or keep both adiabatic curves with their coupling. Include \(\frac12\langle\chi'|\chi'\rangle\) when one curve is used. For quantitative positions and widths, solve the coupled two-electron problem and vary the scaling angle. Removing 1s then separates a state that needs the \(n=1\) continuum to decay from one that leaks into \(n=2\).

Both calculations omit angular pairs beyond df, nuclear motion and relativistic effects. The stability under \(\theta\) tests the radial basis and the scaling, not these omissions. Adding the pairs fg and gh lowers the shape position by about 0.0001 eV, to 0.0165 eV, and its width by about 0.0002 eV, to 0.0191 eV, so the last digits in the table are not converged. The Feshbach entries keep the digits shown. The computed values are listed in the numerical output.

## Calculated quantities

```
n=2 threshold above H(1s): 10.2043 eV
tail coefficients a (minus, plus, pd), no unit: [-3.7082  2.      9.7082]
a from curves (minus, plus), no unit: [-3.67   1.998]
avoided crossing, least gap at R: 7.26 angstrom
least adiabatic gap: 0.0543 eV
exchange angle in crossing window: 1.489 rad
window limits: 4.87, 11.00 angstrom
diabatic curves cross near R: 7.26 angstrom
diabatic coupling there: 0.0267 eV
Curve energies below are relative to n=2:
minus well: -0.1840 eV at 8.22 angstrom
plus well: -0.5243 eV at 4.52 angstrom
plus barrier: 0.0516 eV at 9.87 angstrom
minus curve alone, level 1: -0.02604 eV
minus curve alone, level 2: -0.000854 eV
binding ratio, levels 1 and 2: 30.51 (no unit)
limiting binding ratio: 29.33 (no unit)
number of plus levels below n=2: 0
lower adiabatic curve, level 1: -0.01191 eV
two coupled curves, level 1: -0.02671 eV
minus-channel weight in it: 0.9946 (no unit)
plus curve alone, resonance: 0.0201 eV
plus curve alone, width: 0.0251 eV
phase rise, plus curve: 2.039 rad
phase rise, upper adiabatic curve: 0.051 rad
Complex scaling, positions relative to n=2:
scaling angles: 0.50, 0.65 rad
two-electron basis size: 1440
Feshbach position: -0.02856 eV
Feshbach width: 3.669e-05 eV
Feshbach width at second angle: 4.172e-05 eV
shape position: 0.01665 eV
shape width: 0.01929 eV
shape position at first angle: 0.01664 eV
shape width at first angle: 0.01932 eV
width ratio, shape to Feshbach: 526 (no unit)
Feshbach above H(1s): 10.1757 eV
shape above H(1s): 10.2209 eV
With the 1s orbital removed:
Feshbach position: -0.02864 eV
Feshbach width (numerical residue): -8.6e-08 eV
shape position: 0.01808 eV
shape width: 0.01826 eV
```
